Glazman-Matveev two-trap hopping conductance of a thick disordered barrier, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. One chain: scaling, optimum, phonon hop and network

### What symmetry fixes

A disordered insulating layer of thickness d separates two metals. Electrons cross it through two localized states, called traps: from the left metal to trap 1, from trap 1 to trap 2 with exchange of a phonon, and from trap 2 to the right metal. The question is how the conductance, averaged over a large junction, depends on temperature T.

Each link has a rate that falls exponentially with its length. With a the decay length of a trap wavefunction exp(−r/a), a rate contains the squared amplitude exp(−2r/a). Rates are multiplied by ħ and quoted as energies:

left metal to trap 1: γ e^(−X), X = 2z_L/a

trap 2 to right metal: γ e^(−Y), Y = 2z_R/a

trap 1 to trap 2: W e^(−V), V = 2r/a.

Here z_L and z_R are the distances of the traps from their metals, and r is the distance between the traps. If the traps lie on one line across the barrier, then X + Y + V = ℓ, with ℓ = 2d/a.

In linear response the chain conductance is proportional to 1/kT times an effective rate. If all link rates are multiplied by one number, the effective rate is multiplied by that number. Now sum over trap positions. A change in the left prefactor can be absorbed by shifting X, and a change in the right prefactor by shifting Y. Both shifts change V, so after them the sum can depend on the prefactors and the thickness through one combination alone, γ²W e^(−ℓ). The sum must also scale as the first power of a rate, so it is proportional to

K = (γ² W e^(−ℓ))^(1/3) = (γ² W)^(1/3) exp(−2d/3a).

This argument treats the position sum as unbounded and leaves out a factor r from the sideways freedom of the traps. Part 2 deals with both points.

The powers of temperature can now be counted. Each trap must lie within a few kT of the Fermi level, which gives (kT)² for a constant density of states. Linear response gives 1/kT. If the phonon hop has W proportional to T, K gives T^(1/3). Therefore

G ∝ T² · T^(−1) · T^(1/3) exp(−2d/3a) = T^(4/3) exp(−2d/3a).

The fraction one third is the share of one link among three. It remains to show that W is proportional to T, to find the prefactor, and to see when the law holds.

### The simplest chain

Put both traps at the Fermi level and on one line across the barrier. It is shown below that the three links then carry the same occupation factor 1/4 and act in series. Leaving out this common factor, the resistance is proportional to

Q = e^X/γ + e^Y/γ + e^V/W.

The product of the three terms is e^ℓ/(γ²W) = K^(−3), whatever the positions. The arithmetic mean of three positive numbers is at least their geometric mean, so

Q ≥ 3/K,

with equality when the three terms are equal. The best chain has three equal links, each of strength K, and an effective rate K/3. Moving a trap sideways at fixed z_L and z_R lengthens r and raises Q, so the straight chain is the best one.

Equality of the first two terms gives X = Y. Equality of the first and third gives e^V/W = e^X/γ, or V − X = ln(W/γ). Insert X = V − ln(W/γ) into 2X + V = ℓ:

3V = ℓ + 2 ln(W/γ).

Since r = aV/2 and ℓ = 2d/a, the optimal lengths are

r* = d/3 + (a/3) ln(W/γ)

z* = (d − r*)/2.

For W = γ the barrier is divided into thirds. A stronger hop prefactor lets the middle link be longer. The optimum lies inside the barrier if r* > 0 and z* > 0, that is, if

γ e^(−d/a) < W < γ e^(2d/a).

Outside this range two traps no longer share the barrier in this way, and the one-third power fails.

### Why the hop prefactor is proportional to temperature

Let ε₁ and ε₂ be the trap energies and t the tunnelling amplitude between the traps. An acoustic phonon of wavevector q, energy ħsq and sound speed s shifts the energies of the two traps through matrix elements M₁ and M₂. Consider the emission of a phonon that takes up the energy difference Δ = ε₁ − ε₂ = ħsq > 0.

Two second-order paths lead from "electron on 1, no phonon" to "electron on 2, one phonon":

- The electron tunnels first. The intermediate energy is ε₂, the denominator is ε₁ − ε₂ = Δ, and the amplitude is tM₂/Δ.
- The phonon is emitted first. The intermediate energy is ε₁ + ħsq, the denominator is −Δ, and the amplitude is −tM₁/Δ.

The sum is

t(M₂ − M₁)/Δ.

If both traps are shifted equally, M₁ = M₂ and the amplitude vanishes. This is the required limit, because a common shift does not couple the two positions. A test on two sites and one vibration, with t = 0.02, M₁ = 0.03 and M₂ = −0.02 in units of Δ, compared the smallest gap of the exactly diagonalized avoided crossing with twice this amplitude, 0.002. They agreed within 2 percent.

For a deformation potential Ξ, mass density ρ_m and crystal volume Ω,

|M_q|² = Ξ² ħq/(2ρ_m s Ω).

The matrix elements at the two traps differ by the phase q·r, so

|M₂ − M₁|² = |M_q|² |e^(iq·r) − 1|² = 2|M_q|² (1 − cos q·r).

The average over directions of q replaces cos q·r by sin(qr)/(qr). The golden rule, with N phonons present in the mode, gives for ħ times the emission rate

2π (t²/Δ²) Σ_q 2|M_q|² [1 − sin(qr)/(qr)] (N + 1) δ(ħsq − Δ).

The sum over modes becomes Ω/(2π²) ∫q² dq, and the delta function contributes 1/(ħs). Collecting factors,

2π · (t²/Δ²) · 2 · Ξ²ħq/(2ρ_m s) · q²/(2π²) · 1/(ħs) = Ξ² t² q³/(π ρ_m s² Δ²).

With q = Δ/(ħs), the ratio q³/Δ² equals Δ/(ħs)³. If the phonon wavelength is short compared with r, the term sin(qr)/(qr) may be dropped. The rate is then

Ξ² t² Δ (N + 1)/[π ρ_m s² (ħs)³].

The linear dependence on Δ has a simple origin: coupling and mode density together grow as Δ³, and the squared second-order denominator removes two powers. A direct sum over modes, with the wavelength factor kept, was tested at qr = 3.5 and qr = 5. It agreed with the closed expression within 4 percent; the tolerance allows for the smeared delta function of the sum.

Write t = t₀ exp(−r/a), with a constant prefactor t₀, and define the dimensionless coupling

Λ′ = Ξ² t₀²/[π ρ_m s² (ħs)³].

In equilibrium N + 1 = 1/(1 − e^(−Δ/kT)). For an uphill hop, Δ < 0 and the factor is |Δ|N = |Δ|/(e^(|Δ|/kT) − 1). This equals Δ/(1 − e^(−Δ/kT)) with the negative Δ inserted, so one formula covers both directions. With x_i = ε_i/kT measured from the Fermi level,

ħ × rate(1→2) = W e^(−V) b(x₁ − x₂)

W = Λ′kT, b(y) = y/(1 − e^(−y)).

At equal energies this formula has the limit b(0) = 1 and the hop strength Λ′kT e^(−V), because the thermal number N ≈ kT/Δ of soft phonons compensates the factor Δ. The limit belongs to the short-wavelength formula: for |Δ| below about ħs/r the dropped term sin(qr)/(qr) suppresses the true rate. Such pairs are a small fraction of all pairs when kT is much larger than ħs/r, so the formula can be used in the sum over trap energies. Also b(−y) = e^(−y) b(y), which is detailed balance. Since the relevant x_i are of order one, W ∝ T holds within this one-phonon treatment under three conditions: the amplitude t is small compared with kT, the thermal phonon wavelength is shorter than r, and it is longer than a, so that a trap responds to a phonon as a point.

### The chain as a network of states

Each trap is now allowed any energy. It holds at most one electron, spin is left out, and there is no repulsion between the traps. The chain has four states: empty (0), trap 1 filled (1), trap 2 filled (2), and both filled (12). With f_i = 1/(1 + e^(x_i)), the equilibrium probabilities are

p₀ = (1 − f₁)(1 − f₂), p₁ = f₁(1 − f₂)

p₂ = (1 − f₁)f₂, p₁₂ = f₁f₂.

The left metal fills trap 1 at rate γe^(−X) f₁ and empties it at rate γe^(−X)(1 − f₁). The right metal acts on trap 2 in the same way, with Y and f₂.

Apply a small voltage v_b that raises the left electrochemical potential by ev_b/2 and lowers the right by the same amount. Let k_ij be the rate from state i to state j. In equilibrium the opposite flows balance, c_ij = p_i k_ij = p_j k_ji. Write the disturbed probabilities as p_i(1 + ψ_i), and let A_ij be the first-order change of ln(k_ij/k_ji). The net flow is then, to first order,

c_ij (ψ_i − ψ_j + A_ij).

This is Ohm's law: c_ij is a conductance, ψ_i a potential, and A_ij a voltage source. The source is ev_b/2kT for filling trap 1 from the left and ev_b/2kT for emptying trap 2 to the right. It is zero for the hop, since phonons and trap energies are kept fixed.

Two closed loops carry charge from left to right:

0 → 1 → 2 → 0, through the empty state

1 → 2 → 12 → 1, through the doubly filled state.

Each contains one left filling, one hop and one right emptying, so the total source in each is ev_b/kT. The hop link is common to both loops. Beyond it there are two parallel return paths from state 2 to state 1. Define

α_L = γe^(−X) f₁(1 − f₁), α_R = γe^(−Y) f₂(1 − f₂)

h(p, q) = pq/(p + q).

The left link between 0 and 1 has conductance p₀γe^(−X)f₁ = (1 − f₂)α_L. The left link between 2 and 12 has f₂α_L. Likewise the right links have (1 − f₁)α_R and f₁α_R. Hence

h₁ = h[(1 − f₂)α_L, (1 − f₁)α_R]

h₂ = h[f₂α_L, f₁α_R]

C = W e^(−V) b(x₁ − x₂) f₁(1 − f₂)

G_chain = (e²/ħ)(1/kT) · 1/[1/C + 1/(h₁ + h₂)].

The factor e² arises because the source contains one charge e and each completed loop transfers another. The factor 1/ħ converts the energies back to rates.

When f₁ = f₂ = f, the sum h₁ + h₂ is (1 − f)h(α_L, α_R) + f h(α_L, α_R) = h(α_L, α_R). The three links are then in simple series. At the Fermi level f = 1/2 and every occupation factor is 1/4, as used above. The best chain of that kind has G_chain = (e²/ħ)K/(12kT).

For unequal occupations the simple series formula is an upper bound. To see this, note that h(p, q) is the minimum over θ of pθ² + q(1 − θ)²; the minimum lies at θ = q/(p + q). The left arguments of h₁ and h₂ add to α_L and the right ones to α_R. A sum of two separate minima cannot exceed the minimum of the sum, so

h₁ + h₂ ≤ h(α_L, α_R).

The physical difference is that the occupations of the two traps are correlated when current flows, whereas the series formula treats them as independent.

The network was tested on 40 randomly drawn chains with trap energies within 2.5 kT of the Fermi level. Its conductance agreed with the stationary master equation at a bias of 0.001 kT/e to better than one part in 10⁵. Half of the draws included repulsion of up to 4 kT between the traps, and some of those included spin degeneracy. Both enter through the state probabilities and filling rates and leave the shape of the network unchanged.

## Part 2. All chains: prefactor, worked junction and limits

### Symbols and results taken over

The barrier has thickness d and ℓ = 2d/a, where a is the decay length of the trap wavefunctions. The metal links have strengths γe^(−X) and γe^(−Y), with X = 2z_L/a and Y = 2z_R/a. The hop has strength We^(−V), with V = 2r/a and W = Λ′kT. The trap energies are x₁ and x₂ in units of kT from the Fermi level, and f_i are their occupations. The chain conductance is

G_chain = (e²/ħ)(1/kT)/[1/C + 1/(h₁ + h₂)],

where C is the hop link and h₁ and h₂ are the return paths through the empty and the doubly filled state. The best chain at the Fermi level has equal link strengths K = (γ²W)^(1/3) exp(−2d/3a) and hop length r* = d/3 + (a/3) ln(W/γ).

### Summing over positions

Let g be the density of traps per volume and energy, taken as constant and uncorrelated. The decay length a is taken to be the same for all trap energies. The mean conductance of a junction of area S is

G/S = g²(kT)² ∫dx₁dx₂ ∫dz_L dz_R d²ρ G_chain,

where ρ is the sideways displacement between the traps. Their separation along the barrier normal is z₁₂ = d − z_L − z_R, and r² = z₁₂² + ρ². At fixed z₁₂ this gives ρ dρ = r dr, so

d²ρ = 2πρ dρ = 2πr dr.

No approximation for small ρ is needed. Let u = 2(r − z₁₂)/a ≥ 0. Then dr = (a/2)du and V = ℓ − X − Y + u, while dz_L dz_R = (a/2)² dX dY. Altogether,

dz_L dz_R d²ρ = (πa³/4) r dX dY du.

Next use σ = (X + Y)/2 and δ = X − Y, for which dX dY = dσ dδ. Both return paths scale with the common size of the metal links, so

h₁ + h₂ = γe^(−σ) φ(δ),

where φ also depends on x₁ and x₂. Write the hop link as C = W c e^(−V), with c = b(x₁ − x₂)f₁(1 − f₂). The effective rate is

1/[e^σ/P + e^(−2σ)/R]

P = γφ, R = Wc e^(−ℓ−u).

Substitute e^σ = τ(P/R)^(1/3). Both terms in the bracket then contain P^(−2/3)R^(−1/3), multiplied by τ and τ^(−2) respectively. With dσ = dτ/τ,

∫dσ (rate) = P^(2/3)R^(1/3) ∫₀^∞ τ dτ/(1 + τ³) = (2π/3√3) P^(2/3)R^(1/3).

The last step uses the standard integral

∫₀^∞ τ^(m−1) dτ/(1 + τ³) = (π/3)/sin(πm/3)

at m = 2. The dependence on u is e^(−u/3), whose integral is 3. Since γ^(2/3)W^(1/3)e^(−ℓ/3) = K, the position sum without the factor r is

(2π/√3) K c^(1/3) ∫dδ φ^(2/3).

This is the result of the shift argument, now with its coefficient. The integrals over positions were extended beyond the barrier. Near the left metal the left link no longer limits the current, and the other two links must cover the distance ℓ − X; their best common strength varies as e^(X/2). The contribution added by extending the integral beyond the metal surface is therefore smaller than the main contribution by a factor of order exp(−z*/a). The same reasoning for a vanishing hop length gives exp(−r*/a), multiplied by a factor that grows slowly with d/a because a short hop leaves the traps much sideways freedom.

This part has derived the conductance of a single two-trap chain and the sum over trap positions without the factor r, which is proportional to K. It remains to average the hop length, obtain the full prefactor, and examine a worked junction, the competing channels and the limits of the four-thirds law.
